# Maximum overlap SCF: projection criterion, drift and the initial reference

## Result

The maximum overlap method (MOM) is an ordinary self-consistent field (SCF) iteration with a different occupation rule. Instead of the \(N\) lowest orbitals it occupies the \(N\) new orbitals that project most strongly on a reference occupied space:

\[
p_j=\sum_{i=1}^{N}O_{ij}^2,\qquad O=C_{\rm ref}^{T}SC. \tag{1}
\]

In MOM the reference is the occupied set of the previous iteration. In the initial-reference variant, IMOM, it is the starting set throughout.

Rule (1) maximises the overlap of the old and new occupied projectors within one step. It does not bound the sum of many steps, so MOM can drift to a solution far from the start. IMOM rejects such a solution whenever one of its empty orbitals projects more strongly on the starting set than an occupied one, but it cannot supply a stationary solution where none exists, and it does not guarantee convergence.

Orbitals are real, \(S\) is the basis overlap matrix, and the columns of \(C\) are all \(M\) eigenvectors of the current Fock matrix, with \(C^TSC=1\). The rule is applied to each spin separately.

## What the projection criterion maximises

Since \(C\) is square, \(C^TSC=1\) implies \(CC^T=S^{-1}\). Therefore

\[
\sum_{j=1}^{M}p_j=\operatorname{tr}(C_{\rm ref}^{T}S\,CC^{T}S\,C_{\rm ref})
=\operatorname{tr}(C_{\rm ref}^{T}SC_{\rm ref})=N. \tag{2}
\]

Each \(p_j\) is the squared length of a projected unit vector, so \(0\le p_j\le1\).

Let \(A\) be a selection of \(N\) new orbitals, \(P_A=C_AC_A^T\) and \(P_{\rm ref}=C_{\rm ref}C_{\rm ref}^T\). Cyclic permutation under the trace gives

\[
\operatorname{tr}(P_{\rm ref}SP_AS)
=\operatorname{tr}(C_A^TSC_{\rm ref}C_{\rm ref}^TSC_A)=\sum_{j\in A}p_j . \tag{3}
\]

The sum is largest when \(A\) holds the \(N\) largest scores, so sorting solves the selection problem. In an orthonormal basis the squared distance between the projectors is

\[
\|P_{\rm ref}-P_A\|^2=N+N-2\sum_{j\in A}p_j , \tag{4}
\]

because \(\operatorname{tr}P^2=N\) for each projector. The rule thus picks the nearest occupied space available among the new eigenvectors.

The square in (1) matters. If the reference orbitals are mixed by an orthogonal matrix \(R\), then \(O\to R^TO\), while \(p_j=(O^TO)_{jj}\) is unchanged. The signed sum \(\sum_iO_{ij}\) would change, even under the reversal of one arbitrary orbital phase.

### Trace overlap and determinant overlap

The overlap of the two Slater determinants for this spin is \(\det O_A\), where \(O_A\) contains the selected columns. Let \(\lambda_i\) be the eigenvalues of \(O_A^TO_A\). They lie between 0 and 1, again because projection cannot lengthen a vector. Repeated use of \((1-x)(1-y)\ge1-x-y\) for \(x,y\in[0,1]\) yields

\[
(\det O_A)^2=\prod_i\lambda_i\ge1-\sum_i(1-\lambda_i)
=\sum_{j\in A}p_j-(N-1). \tag{5}
\]

A score sum close to \(N\) therefore certifies a large determinant overlap. A smaller sum need not. Take two reference orbitals and five new ones with

\[
O=\begin{pmatrix}1/\sqrt2&1/\sqrt2&0&0&0\\0&0&1/\sqrt3&1/\sqrt3&1/\sqrt3\end{pmatrix}.
\]

The rows are orthonormal, as they must be. The scores are \(1/2,1/2,1/3,1/3,1/3\), and the rule selects the first two orbitals. Both project on the same reference orbital, so the determinant overlap is zero. Orbitals 1 and 3 have the smaller score sum \(5/6\), but a determinant overlap of \(1/\sqrt6=0.408\).

## Fixed points and accumulated error

Consider any SCF solution without degeneracy between occupied and empty orbitals. If its occupied set is the MOM reference, the occupied orbitals score 1 and the empty ones 0. Every such solution is therefore a fixed point of MOM, whatever its relation to the starting guess.

The fixed points of IMOM are a subset of these: the solution's occupied orbitals must also have the highest scores against the initial set. A sufficient condition is

\[
\sum_{j\in A}p_j>N-\tfrac12 . \tag{6}
\]

The other \(N-1\) selected scores are at most 1, so each selected score then exceeds \(1/2\). By (2) the unselected scores add up to less than \(1/2\), so none can compete.

For the step error, take \(N=1\) and define the angle between successive orbitals by \(\cos\delta_k=|\langle\phi_{k-1}|\phi_k\rangle|\). Angles between lines obey the triangle inequality, hence

\[
\Theta_K\equiv\arccos|\langle\phi_0|\phi_K\rangle|\le\sum_{k=1}^{K}\delta_k. \tag{7}
\]

The score lost in one step is \(1-p=\sin^2\delta\), quadratic in the angle, whereas the angles can add linearly. A loss of 1% per step corresponds to \(\delta=\arcsin0.1=5.7^\circ\). Sixteen such steps in one direction carry the orbital just past \(90^\circ\), and its overlap with the initial orbital is then only 0.03. A high step overlap is thus no evidence that the intended state has been kept.

## Drift of a doubly excited solution

A two-site model shows when the bound (7) is reached. Let \(t>0\) be the hopping, \(D\) the site-energy difference and \(U\) the on-site repulsion. With \(n_1,n_2\) the site populations of the opposite spin, the Fock matrix is

\[
F=\begin{pmatrix}-D/2+Un_1&-t\\-t&D/2+Un_2\end{pmatrix}. \tag{8}
\]

Put \(c=n_1-n_2\). Apart from a multiple of the identity, \(F\) has diagonal elements \(a\) and \(-a\), where \(a=(Uc-D)/2\). For an orbital \((\cos\theta,-\sin\theta)\) the expectation value of this remainder is \(a\cos2\theta+t\sin2\theta\). The upper eigenvector maximises it, so

\[
\cos2\theta=\frac{a}{\sqrt{a^2+t^2}},\qquad
\sin2\theta=\frac{t}{\sqrt{a^2+t^2}}. \tag{9}
\]

In the doubly excited determinant both electrons occupy this upper orbital. Its new population difference is \(\cos2\theta\), and the undamped iteration reads

\[
c'=\frac{a}{\sqrt{a^2+t^2}},\qquad a=\frac{Uc-D}{2}. \tag{10}
\]

### Where the nearby solution disappears

Set \(u=U/2t\), \(d=D/2t\) and \(\alpha=a/t\). At a fixed point \(\alpha=uc-d\) and \(c=\alpha/\sqrt{1+\alpha^2}\), so

\[
d=f(\alpha)=\frac{u\alpha}{\sqrt{1+\alpha^2}}-\alpha,\qquad
f'(\alpha)=\frac{u}{(1+\alpha^2)^{3/2}}-1. \tag{11}
\]

For \(u>1\) the maximum at positive \(\alpha\) lies where \(1+\alpha^2=u^{2/3}\). Its height is \(\alpha(u^{2/3}-1)=(u^{2/3}-1)^{3/2}\). An upper solution with \(c>0\), that is, with the electrons mainly on the low-energy site, therefore requires

\[
D\le D_c=\left[U^{2/3}-(2t)^{2/3}\right]^{3/2}. \tag{12}
\]

For \(D>D_c\) one upper solution remains, at \(\alpha<0\): there \(f\) first falls below zero and then rises without limit, so it takes the positive value \(d\) once.

Choose \(t=1\) and \(U=8\), with energies in units of \(t\). Then \(D_c=(4-1.5874)^{3/2}=3.747\). Start both electrons in the orbital with \(c=0.9\) and set \(D=4\), just beyond the limit. The first step gives \(a=(7.2-4)/2=1.6\) and \(c'=1.6/\sqrt{3.56}=0.848\). Continued MOM iteration gives:

| Step | \(c\) | Overlap with previous | Overlap with start |
|---:|---:|---:|---:|
| 1 | 0.848 | 0.999 | 0.999 |
| 4 | 0.747 | 1.000 | 0.990 |
| 7 | 0.458 | 0.995 | 0.949 |
| 8 | −0.165 | 0.949 | 0.800 |
| 9 | −0.936 | 0.866 | 0.394 |
| 11 | −0.986 | 1.000 | 0.304 |

MOM chooses the upper orbital at every step and converges to an SCF solution with energy 12.166. The state is still doubly excited, but its charge sits on the other site. No single overlap falls below 0.866, while the final overlap with the start is 0.304.

The early steps are small because \(D\) is close to \(D_c\), where the map (10) almost touches the line \(c'=c\). The map is increasing in \(c\), since \(dc'/dc=u/(1+\alpha^2)^{3/2}>0\). Once \(c\) has decreased it goes on decreasing, and the orbital turns in one direction only. The step angles then add without cancellation: their sum and the final angle are both \(72.3^\circ\), so (7) holds with equality.

### What IMOM does here

With two orbitals the two scores add up to 1, and IMOM accepts an orbital only within \(45^\circ\) of the reference. Through step 8 it follows MOM, since \(0.800^2=0.64\). At step 9 the upper orbital scores only \(0.394^2=0.16\), and IMOM takes the lower one. That choice throws the density back, the slide restarts, and the lower orbital is chosen again at step 18. The iteration has not converged after 500 steps.

More steps cannot help. Both spins start in the same orbital and see the same Fock matrix at every step, so they stay equal, and IMOM accepts neither of the two SCF solutions with equal orbitals, as shown below. Unequal orbitals do not rescue the doubly excited state either: because the map (10) is increasing, \(c_\alpha>c_\beta\) for two upper orbitals would imply \(c_\beta>c_\alpha\). The upper solution lies \(72.3^\circ\) from the reference and is rejected. The lower orbital has \(c=-\alpha/\sqrt{1+\alpha^2}\) with \(\alpha=4c-2\), so its solution is the zero of the increasing function

\[
g(c)=c+\frac{4c-2}{\sqrt{1+(4c-2)^2}} .
\]

The lower orbital orthogonal to (9) is \((\sin\theta,\cos\theta)\), with both coefficients positive. It lies more than \(45^\circ\) from the reference when \(c<\sqrt{1-0.9^2}=0.436\). Since \(g(0.436)=0.436-0.248>0\), the zero lies below 0.436, and this solution is rejected too. Density damping does not change the fixed points, so it cannot produce the state sought, which does not exist at this mean-field level. IMOM need not announce this by failing. A singly excited solution with one lower orbital (\(c=0.584\)) and one upper orbital (\(c=0.320\)), at energy 3.075, scores 0.586 and 0.850 against the start and is accepted. If the two starting values of \(c\) differ by only \(10^{-6}\) and 5% of each density change is added, IMOM converges to it. Convergence of IMOM, even with (6) satisfied for both spins, does not show that the excitation level has been kept.

At \(D=3\), inside the limit (12), MOM and IMOM both converge to the nearby solution, with \(c=0.904\) and energy 5.412.

## When the moving reference loses an existing state

The moving reference can also lose a solution that does exist, in this case through one large step. In the same model let the alpha electron occupy its lower orbital and the beta electron its upper one, leaving a hole in the lower beta level. Each spin feels the population of the other:

\[
c_\alpha'=-\frac{a_\alpha}{\sqrt{a_\alpha^2+t^2}},\quad
c_\beta'=\frac{a_\beta}{\sqrt{a_\beta^2+t^2}},\quad
a_\alpha=\frac{Uc_\beta-D}{2},\quad a_\beta=\frac{Uc_\alpha-D}{2}. \tag{13}
\]

Take \(D=2\) and start from \((1,1)/\sqrt2\) for alpha and \((1,-1)/\sqrt2\) for beta. Both population differences are zero, so \(a_\alpha=a_\beta=-1\), and the first step gives \(c_\alpha=0.707\), \(c_\beta=-0.707\). If this density is used undamped, the next beta field has \(a_\beta=(5.657-2)/2=1.828\). The upper beta orbital jumps to the other site, with \(\cos2\theta=0.877\) and \(\sin2\theta=0.480\).

Two orbitals of the form \((\cos\theta,-\sin\theta)\) have squared overlap \(\cos^2(\theta-\theta')=[1+\cos(2\theta-2\theta')]/2\). Against the previous orbital, for which \(\cos2\theta'=-0.707\) and \(\sin2\theta'=0.707\), the upper orbital scores

\[
\tfrac12(1-0.707\times0.877+0.707\times0.480)=0.359 .
\]

The lower orbital scores 0.641, and MOM fills the hole. Against the initial orbital, with \(2\theta'=90^\circ\), the upper score is \((1+\sin2\theta)/2=0.740\). By (9) this score exceeds \(1/2\) for every \(a\), so with this reference IMOM keeps the hole at every step.

Keeping the hole is a statement about selection, not convergence. Here convergence was obtained by adding only 5% of each density change after the first step. IMOM then reaches the hole solution at energy 3.766, and MOM a solution without a hole at \(-0.266\). With the same damping from the first step onward, MOM also reaches 3.766. The target was thus a valid MOM fixed point, and the large early step lost it.

## Carbon core hole

For a real core hole, remove the beta 1s electron from triplet carbon. The ion has four alpha electrons and one beta electron, which occupies 2s. Symmetry does not protect the hole, because 1s and 2s are both s orbitals. The calculations use unrestricted Hartree–Fock (UHF) with the uncontracted cc-pVTZ primitives, 42 functions in all. They start from the neutral orbitals and average old and new densities equally.

### Frozen and relaxed ionisation energies

With frozen orbitals, removing orbital \(c\) deletes its one-electron energy and its interaction with every other electron. The self-interaction terms cancel in the Fock operator, so the deleted sum is the orbital energy \(\varepsilon_c\), and

\[
E_{\rm frozen}-E_{\rm neutral}=-\varepsilon_c . \tag{14}
\]

The energies are \(-26.391870\) and \(-37.691622\) hartree, and the difference is 11.299752 hartree.

In the first new beta field, the 2s orbital scores 0.960 against the initial 2s orbital and 1s scores exactly zero: the new field differs from the neutral one by \(J-K\) of the 1s orbital, which annihilates that orbital, so the neutral 1s is still an eigenvector and is orthogonal to the initial 2s. The remainder belongs to higher orbitals. The inequality (6) holds for this spin in this step, so the choice is clear. MOM and IMOM both converge to \(-26.8462\) hartree, so the moving reference does no harm here. The relaxed ionisation energy is

\[
-26.846167+37.691622=10.845455\ \text{hartree}=295.1\ \text{eV},
\]

compared with 307.5 eV for frozen orbitals. Relaxation lowers the ion by 0.454 hartree, 4.2% of the relaxed value. Correlation and relativity are left out. The hartree values are specific to this basis: larger uncontracted sets (cc-pVQZ primitives, or 97 even-tempered functions) lower the total energies by 2 to 4 millihartree, lower the relaxed ionisation energy by up to 0.04 eV, raise the frozen one by 0.02 eV, raise the relaxation to 0.456–0.457 hartree, and move the coefficient of (15) below by about 0.002 hartree.

### Why the hole needs protection

Occupying the lowest orbitals from the same start gives \(-37.1607\) hartree, with the hole filled. The energy along the refilling path can be found in closed form. With alpha frozen, a single beta electron in orbital \(\phi\) contributes \(\langle\phi|G|\phi\rangle\), where \(G\) contains the one-electron operator and the Coulomb field of the alpha electrons. Let \(v\) be the occupied 2s and \(c\) the empty 1s orbital of the converged hole state. The beta Fock operator is \(G+J_v-K_v\), where \(J_v\) and \(K_v\) are the Coulomb and exchange operators of \(v\).

Since \((J_v-K_v)v=0\), the orbital \(v\) is also an eigenvector of \(G\). Hence \(G_{vv}=\varepsilon_v\), \(G_{cv}=0\) and \(G_{cc}=\varepsilon_c-J_{cv}+K_{cv}\). For \(\phi=\cos\theta\,v+\sin\theta\,c\),

\[
E(\theta)-E(0)=(G_{cc}-G_{vv})\sin^2\theta
=(\varepsilon_c-\varepsilon_v-J_{cv}+K_{cv})\sin^2\theta. \tag{15}
\]

The coefficient is

\[
-10.412222+1.133551-0.898441+0.069576=-10.107536\ \text{hartree}.
\]

The core-hole solution is stationary but not a minimum, and an unrestricted energy minimisation can leave it downhill.

### Nonorthogonality and spin

The hole determinant and the lowest determinant found with the same four alpha electrons and one beta electron (which is not the ground state of the ion) come from different Fock operators, and nothing makes them orthogonal. Their overlap is 0.0040 in magnitude. The excited SCF energy is therefore not protected by orthogonality to the lower state, and it carries no general upper-bound property for the excited level.

The hole state has \(\langle S^2\rangle=3.772\), against 3.75 for a pure quartet. For three more alpha than beta electrons and one beta orbital, the excess is the squared norm of that orbital outside the alpha occupied space, here 0.022.

## Use in a calculation

Two overlaps should be monitored: the one with the previous step, which measures the size of each step, and the one with the initial set, which shows drift. MOM maximises the first, so a switch of level can leave it near 1: in model (13) with \(t=1\), \(U=40\) and \(D=10\), the same start and an undamped first step, the hole is filled at the second step with a step overlap of 0.991. The positions of the occupied levels in the spectrum should therefore be followed as well. If MOM and IMOM agree and the score sum of the converged orbitals against the initial set satisfies (6), then by (4) the squared distance between the final and initial projectors of that spin is below 1, which for \(N=1\) means an angle below \(45^\circ\). If MOM converges far from the start while IMOM cycles, smaller density steps may recover a lost solution, as they did for the hole state above. They cannot create the nearby upper solution with \(c>0\) beyond the limit (12), and their failure alone does not prove that the solution is absent. A low initial overlap alone does not prove that the state is wrong, since strong physical relaxation also lowers it. The orbitals and the location of the hole must then be inspected.
